# Debye–Smoluchowski capture of oppositely charged point defects

## Two cases that can be seen through

Let a point defect sit at the origin and absorb every mobile defect that reaches the distance $R$. Far away the mobile defects have density $c_\infty$, and their diffusion coefficient is $D$.

Suppose first that neither defect is charged. In the steady state the same number of defects per unit time, $I$, crosses every sphere inward:

$$4\pi r^2 D\,\frac{dc}{dr}=I .$$

Integration gives $c(r)=c_\infty-I/(4\pi D r)$. Absorption at contact means $c(R)=0$, so $I=4\pi D R\,c_\infty$.

Now suppose that the charges attract, and that the density is $c_\infty$ everywhere, so that nothing diffuses. Atomic units are used in the algebra ($e=\hbar=m_e=4\pi\varepsilon_0=1$), and $T$ appears only in the energy $kT$, where $k$ next to $T$ is Boltzmann's constant. With charges of product $-Z$ in a medium of static dielectric constant $\varepsilon$, the energy is

$$U(r)=-\frac{Z}{\varepsilon r}=-kT\,\frac{r_c}{r},\qquad r_c=\frac{Z}{\varepsilon kT}.$$

The Onsager radius $r_c$ is the distance at which the attraction equals $kT$. The radial force is $-dU/dr=-kT\,r_c/r^2$. With mobility per unit force $D/kT$, the inward drift speed is $D r_c/r^2$. The inward current is

$$4\pi r^2\,c_\infty\,\frac{D r_c}{r^2}=4\pi D r_c\,c_\infty .$$

It is the same through every sphere, so drift leaves the uniform density uniform. The capture radius is $R$ in the first case and $r_c$ in the second. The second case violates $c(R)=0$, however, and the full solution must join the two.

## From two mobile defects to one equation

Both defects may move, with coefficients $D_1$ and $D_2$. Let $P(\mathbf r_1,\mathbf r_2,t)$ be their joint density. The flux of defect $i$ is

$$\mathbf j_i=-D_i\left(\nabla_i P+\frac{P}{kT}\nabla_i U\right).$$

The drift coefficient $D_i/kT$ is the Einstein relation. It makes the flux vanish for the equilibrium density $P\propto e^{-U/kT}$. Conservation of probability then gives

$$\frac{\partial P}{\partial t}=\sum_{i=1,2}D_i\nabla_i\cdot\left(\nabla_iP+\frac{P}{kT}\nabla_iU\right).$$

In a uniform material $P$ depends only on $\mathbf r=\mathbf r_1-\mathbf r_2$, as $U$ does. Then $\nabla_1=\nabla$ and $\nabla_2=-\nabla$. Each term contains two gradients, so the minus signs cancel, and

$$\frac{\partial c}{\partial t}=D\,\nabla\cdot\left(\nabla c+\frac{c}{kT}\nabla U\right),\qquad D=D_1+D_2 .$$

Here $c(r)$ is the mean density of one species around a given partner. The capture coefficient $K$ is defined by $I=Kc_\infty$, so species with densities $n_1$ and $n_2$ react at the rate $Kn_1n_2$ per unit volume. This assumes isotropic continuum diffusion and partners so dilute that each pair can be treated alone.

## The steady solution

Since $U'/kT=r_c/r^2$, the constant inward current is

$$I=4\pi D\left(r^2\frac{dc}{dr}+r_c\,c\right).$$

To integrate, multiply $c$ by $e^{-r_c/r}$. The derivative of this factor is $(r_c/r^2)e^{-r_c/r}$, hence

$$\frac{d}{dr}\left(c\,e^{-r_c/r}\right)=e^{-r_c/r}\left(\frac{dc}{dr}+\frac{r_c}{r^2}c\right)=\frac{I}{4\pi D}\,\frac{e^{-r_c/r}}{r^2}.$$

The right side is itself a derivative, because $e^{-r_c/r}/r^2=(1/r_c)\,d(e^{-r_c/r})/dr$. Integrating from $R$ to infinity gives

$$c_\infty-c(R)\,e^{-r_c/R}=\frac{I}{4\pi D r_c}\left(1-e^{-r_c/R}\right). \tag{1}$$

Perfect absorption sets $c(R)=0$, and therefore

$$\boxed{K=\frac{4\pi D r_c}{1-e^{-r_c/R}}}\tag{2}$$

Integrating from $R$ to a general $r$ instead gives

$$c(r)\,e^{-r_c/r}=\frac{I}{4\pi Dr_c}\left(e^{-r_c/r}-e^{-r_c/R}\right).$$

Multiplication by $e^{r_c/r}$ and insertion of $I=Kc_\infty$ yield the profile

$$\frac{c(r)}{c_\infty}=\frac{1-e^{r_c/r-r_c/R}}{1-e^{-r_c/R}} .$$

Its derivative is

$$\frac{dc}{dr}=c_\infty\,\frac{r_c}{r^2}\,\frac{e^{r_c/r-r_c/R}}{1-e^{-r_c/R}},$$

so diffusion carries the share

$$\frac{4\pi D r^2\,dc/dr}{I}=e^{r_c/r-r_c/R}$$

of the current. At contact, where $c=0$, this share is one. Far away it falls to $e^{-r_c/R}$, and drift carries the rest. For $r_c/R=1.5$, the density at $r=2R$ is $0.679\,c_\infty$ and the diffusion share there is $0.472$.

## Limits and numerical evaluation

Write $x=r_c/R$, so that $K/(4\pi DR)=x/(1-e^{-x})$.

**Weak attraction.** For small $x$, $1-e^{-x}=x-x^2/2+\dots$, so the ratio is $1+x/2+\dots$ and

$$K\simeq4\pi D\left(R+\frac{r_c}{2}\right).$$

**Strong attraction.** For $x\gg1$ the exponential disappears and $K\simeq4\pi Dr_c$. The contact radius drops out. In SI units $r_c=Ze^2/(4\pi\varepsilon_0\varepsilon kT)$. For unit charges and mobility $\mu=eD/kT$ this becomes

$$K\simeq\frac{e^2D}{\varepsilon_0\varepsilon kT}=\frac{e\mu}{\varepsilon_0\varepsilon}.$$

**Repulsion.** Nothing in the integration required $r_c>0$. For like charges put $r_c=-|r_c|$:

$$K=\frac{4\pi D|r_c|}{e^{|r_c|/R}-1}.$$

Direct numerical integration of the radial equation agrees with equation (2) to the digits shown:

| $r_c/R$ | $K/(4\pi DR)$ |
|---:|---:|
| $-3$ | 0.15719 |
| $-1$ | 0.58198 |
| $1$ | 1.58198 |
| $3$ | 3.15719 |
| $10$ | 10.00045 |

At $x=3$ the strong-attraction form is about 5% too low, and at $x=10$ its error is negligible. In code, the denominator should be evaluated as `-expm1(-x)`, which avoids the loss of digits at small $|x|$. At $x=0$ the ratio must be set to one.

## When contact is not immediately followed by reaction

Suppose that a pair at contact reacts at a finite rate, $I=K_a\,c(R)$. Equation (1) holds for any $c(R)$, and its right side is $I/K$, with $K$ from equation (2). Inserting $c(R)=I/K_a$ and dividing by $I$ gives

$$\frac{1}{K_{\rm total}}=\frac{c_\infty}{I}=\frac1K+\frac{e^{-r_c/R}}{K_a}.$$

Attraction suppresses the reaction term because it holds defects near contact and gives them more chances to react. For $r_c/R=1.5$ and $K_a=0.7\times4\pi DR$, the formula and the numerical solution both give $K_{\rm total}=1.195\times4\pi DR$. Perfect absorption would give $1.931\times4\pi DR$.

## Other central potentials, including screening

For any $U(r)$ that vanishes at infinity, the integrating factor is $e^{U/kT}$:

$$\frac{d}{dr}\left(c\,e^{U/kT}\right)=\frac{I}{4\pi D}\,\frac{e^{U/kT}}{r^2}.$$

With $c(R)=0$, integration from $R$ to infinity gives

$$K=4\pi D\left[\int_R^\infty\frac{e^{U(r)/kT}}{r^2}\,dr\right]^{-1}.\tag{3}$$

Mobile carriers of density $N$ screen the attraction. In the linear mean-field description,

$$\frac{U}{kT}=-\frac{r_c}{r}e^{-r/\lambda},\qquad \lambda=\sqrt{\frac{\varepsilon kT}{4\pi N}} .$$

When $\lambda\gg r_c\gg R$, most of the integral comes from $r\ll\lambda$, where $e^{-r/\lambda}\simeq1-r/\lambda$. There $U/kT\simeq-r_c/r+r_c/\lambda$. The constant $r_c/\lambda$ multiplies the integral by $e^{r_c/\lambda}$, so to leading order screening lowers $K$ by the factor $e^{-r_c/\lambda}$.

## How the steady rate is approached

A process step need not begin with the steady profile. Let the initial density be $c_\infty e^{r_0/r}$. A uniform start has $r_0=0$, and a start in equilibrium at the present temperature has $r_0=r_c$.

At $r\gg r_c$ the steady profile becomes, with $e^{r_c/r}\simeq1+r_c/r$,

$$\frac{c}{c_\infty}\simeq1-\frac hr,\qquad h=\frac{r_c\,e^{-r_c/R}}{1-e^{-r_c/R}}=R_{\rm eff}-r_c,\qquad R_{\rm eff}=\frac{K}{4\pi D}.$$

At late times the region at $r\sim\sqrt{Dt}\gg r_c,R$ is still changing. Put $c=c_\infty(1+v/r)$ there. Drift of the uniform part has no divergence, and drift of the small part $v/r$ is of higher order in $r_c/r$. What remains is diffusion, and in spherical symmetry it reads

$$\frac{\partial v}{\partial t}=D\frac{\partial^2v}{\partial r^2}.$$

The initial value is $v=r_0$, since $e^{r_0/r}\simeq1+r_0/r$. Toward small $r$ the solution must join the inner profile, so $v\to-h$. Both conditions are met by

$$v=-h+(r_0+h)\,\mathrm{erf}\!\left(\frac{r}{\sqrt{4Dt}}\right).$$

For small argument, $\mathrm{erf}(z)\simeq2z/\sqrt\pi$, and so

$$\frac{c}{c_\infty}\simeq1-\frac hr+\frac{r_0+h}{\sqrt{\pi Dt}}.$$

The inner region therefore sees a far density raised by the last term, and its current rises in proportion:

$$K(t)\simeq K\left[1+\frac{R_{\rm eff}-r_c+r_0}{\sqrt{\pi Dt}}\right].\tag{4}$$

This is the leading late-time correction. A time-dependent numerical solution at $r_c/R=1.5$ gives, for $r_0/R=0$, $0.90$ and $1.50$, numerator lengths of $0.431R$, $1.332R$ and $1.934R$. Equation (4) gives $0.431R$, $1.331R$ and $1.931R$. A uniform start has a small correction under strong attraction, because the uniform density is already nearly the steady one.

## Example: iron and boron in silicon

After an implantation anneal, iron contamination may remain in boron-doped silicon as positive interstitials. These pair with negative substitutional boron. Boron is taken as immobile at 300 K, so $D$ is that of iron. The inputs are rough typical values: $\varepsilon=12$, boron density $N_B=10^{16}\ \mathrm{cm^{-3}}$, diffusion prefactor $10^{-3}\ \mathrm{cm^2/s}$ and migration energy $0.67$ eV. The contact radius is the distance from boron to the nearest tetrahedral interstitial site, $R=0.235$ nm.

With $kT=0.02585$ eV, the Onsager radius is $r_c=4.64$ nm (46.4 Å), and $r_c/R=19.7$. The diffusion coefficient is

$$D=10^{-3}\exp\left(-\frac{0.67}{0.02585}\right)\simeq5.6\times10^{-15}\ \mathrm{cm^2/s},$$

and the mobility is $2.1\times10^{-13}\ \mathrm{cm^2/Vs}$. Since $e^{-r_c/R}\simeq3\times10^{-9}$, the denominator of equation (2) is one for any practical purpose:

$$K\simeq4\pi\,(5.55\times10^{-15})(4.64\times10^{-7})\simeq3.2\times10^{-20}\ \mathrm{cm^3/s},$$

or $3.2\times10^{4}$ Å³/s. With $D$ and $R$ held fixed, uncharged defects would have $K\simeq1.6\times10^{-21}\ \mathrm{cm^3/s}$, about twenty times less.

If iron is much scarcer than boron, $N_B$ stays constant and the free iron density $n$ obeys $dn/dt=-KN_Bn$. It decays exponentially with the time

$$\tau=\frac1{KN_B}=\frac{1}{(3.24\times10^{-20})(10^{16})}\simeq3.1\times10^3\ \mathrm{s},$$

about 0.9 h.

### What the model leaves out

**Migration energy.** An increase of 0.02 eV, at fixed prefactor, lengthens $\tau$ by a factor of 2.2. This is the largest uncertainty sized here, and it limits $\tau$ to an order-of-magnitude prediction unless $D$ is measured for the material in use.

**Screening.** Holes of density $N_B$ give $\lambda=41$ nm. Equation (3) then lowers $K$ by 9% relative to the unscreened value, and the leading estimate $1-e^{-r_c/\lambda}$ gives 11%. Both figures are for an isolated boron atom. Here the boron spacing is close to $\lambda$, and neighbouring atoms can make the change much smaller. If the holes were spread uniformly, $\nabla^2(U/kT)=-4\pi r_cN_B$ would hold everywhere between the boron atoms, and a uniform iron density would decay by drift at the unscreened rate $4\pi Dr_cN_B$. A sphere of radius $\lambda$ also holds only about three holes, so the mean-field result is a rough size. Since $\lambda\propto N_B^{-1/2}$, at $10^{18}\ \mathrm{cm^{-3}}$ it would be about 4 nm if all the boron were still ionized. This is comparable to $r_c$, so the isolated-pair picture behind equations (2) and (3) would no longer be justified, although by the uniform-hole argument the rate need not depart much from $4\pi Dr_cN_B$.

**Starting condition.** Suppose that the iron was freed at 500 K and its equilibrium distribution around boron was frozen in by cooling. This is an idealization: with the same inputs the pairing time is about 0.2 s at 500 K and 6 s at 400 K, so it would take a quench within a fraction of a second. If all the iron was positive at that temperature, $r_0=2.8$ nm. The Fermi level at 500 K is close to the iron level, however, so part of the iron is neutral and this $r_0$ is an upper estimate. At $t=\tau$, $\sqrt{\pi Dt}=73$ nm, so equation (4) puts the rate $2.8/73\simeq4\%$ above its steady value. For an isolated, unscreened pair the late-time form holds, because $r_c^2/D=39$ s is much shorter than $\tau$. Here, however, 73 nm exceeds both the screening length and the boron spacing $N_B^{-1/3}\simeq46$ nm, so the isolated-pair form no longer applies, and the 4% is best read as an upper estimate.

**Discrete hops.** Neighbouring tetrahedral sites are also $a=0.235$ nm apart. A hop at radius $r$ lowers the energy by about $kT\,r_c a/r^2$, which reaches $kT$ at $r=\sqrt{ar_c}=1.04$ nm. Linear drift fails inside that radius. If all iron reaching it were captured, $K$ would rise by 1.2%. This bounds only an increase. How the field modifies individual hop rates also matters at larger $r$, through corrections of order $a/r_c\simeq0.05$, and it can lower $K$ by a few percent. Discreteness is therefore a few-percent effect on the rate, although the computed profile near contact has no literal meaning.

**Charge states.** With $3\times10^{19}\ \mathrm{cm^{-3}}$ valence-band states, the Fermi level is 0.207 eV above the band edge. For rough levels at 0.38 eV (iron) and 0.045 eV (boron), the neutral-to-charged ratios are roughly 0.1% and 0.8%, so nearly all of both defects are charged. The iron estimate sets its degeneracy factor to one, and the boron estimate uses four.

**Dissociation.** Equation (2) counts captures and no escapes. In equilibrium the ratio of paired to free iron is

$$\frac{N_B}{N_s}\sum_s e^{r_c/r_s},$$

where $N_s$ is the density of tetrahedral sites and the sum runs over those within 1 nm of boron. The four nearest have a Coulomb energy of 0.51 eV. The sum leaves 0.3% of the iron free at 300 K, and half of it free near 430 K with $N_B$ and $\varepsilon$ held fixed. A macroscopic $\varepsilon$ is crude at 0.235 nm and the energy enters exponentially, so these figures are only indicative. At such temperatures a capture rate alone does not predict how much iron remains paired.

### Beside real wafers

Iron–boron pairing near room temperature is a familiar process in p-type silicon, and a boron density of $10^{16}\ \mathrm{cm^{-3}}$ is ordinary for solar-cell wafers. A time of the order of an hour is a reasonable scale for it. Real wafers break the assumption of an unscreened, isolated pair. For an isolated boron atom, equation (3) puts the effect of screening on $K$ at roughly a tenth here. Illumination and injected carriers can also change the charge state of iron, and equation (2) with fixed charges then no longer applies. For process modelling, $K=4\pi Dr_c$ is adequate when $r_c\gg R$, when $\lambda$ and the spacing between boron atoms are much larger than $r_c$, and when dissociation is negligible. The complete set of values is in the numerical output below.

## Computed values

```
Reduced capture k/(4 pi D R): r_c/R, numerical, formula
   -3.00    0.15719    0.15719
   -1.00    0.58198    0.58198
    0.01    1.00501    1.00501
    1.00    1.58198    1.58198
    3.00    3.15719    3.15719
   10.00   10.00045   10.00045
At r_c/R = 1.5: c/c_inf at 2R = 0.6792
  diffusion share of current at 2R = 0.4724
  contact rate k_a/(4 pi D R) = 0.7:
  reduced k numerical 1.19521, formula 1.19521
Late-time length/R: r_0/R, numerical, formula
  0.00   0.4314   0.4308
  0.90   1.3323   1.3308
  1.50   1.9342   1.9308
Iron-boron pairing in silicon, rough inputs
temperature = 300 K, kT = 0.02585 eV
dielectric constant = 12.0
boron density = 1.0e+16 cm^-3
lattice constant = 0.543 nm
diffusion prefactor = 1.0e-03 cm^2/s
migration energy = 0.67 eV
contact radius R = 0.2351 nm
Onsager radius = 4.642 nm = 46.42 angstrom
r_c/R = 19.74, exp(-r_c/R) = 2.67e-09
diffusion coefficient = 5.553e-15 cm^2/s
mobility = 2.148e-13 cm^2/Vs
capture k = 3.239e-20 cm^3/s = 3.239e+04 A^3/s
k without charge = 1.641e-21 cm^3/s
pairing time = 3088 s = 0.86 h
Neglected effects
hole screening length = 41.4 nm
change of k by screening = -9.1 %
time r_c^2/D = 39 s
sqrt(pi D t) at pairing time = 73.4 nm
r_0 for a start frozen in at 500 K = 2.785 nm
transient excess of k at pairing time = 3.8 %
radius where drop per hop is kT = 1.045 nm
change of k with contact there = 1.19 %
valence-band states = 3.0e+19 cm^-3
levels: iron 0.38 eV, boron 0.045 eV
Fermi level above valence band = 0.207 eV
neutral/charged iron = 0.12 %
neutral/charged boron = 0.76 %
nearest sites = 4, Coulomb energy there = 0.510 eV
free iron at equilibrium = 0.30 %
half the iron free at = 429 K
time factor for 0.02 eV in barrier = 2.17
```
